# Helicity and the charged-current scattering of neutrinos and antineutrinos on electrons

**Q.** I have been told that charged-current scattering of antineutrinos on electrons has one third of the neutrino cross section, because opposite helicities form total spin one. Is that a complete explanation?

**A.** No. It explains why antineutrinos are not scattered straight back, but it fixes neither the whole angular distribution nor the relative strength of the two reactions. It also needs conditions. Let us keep only the charged-current part of

\[
\nu_e e^-\to\nu_e e^-,\qquad \bar\nu_e e^-\to\bar\nu_e e^- ,
\]

and leave out \(Z\) exchange for now. Write \(p,k\) for the initial electron and (anti)neutrino momenta, \(p',k'\) for the final ones, and \(s=(p+k)^2\), with \(\hbar=c=1\) and metric \((+,-,-,-)\). I assume tree level, massless neutrinos, unpolarised electrons and \(m_e^2\ll s\ll M_W^2\). The upper limit lets us treat \(W\) exchange as a contact interaction; the lower one lets us neglect the electron mass.

**Q.** My detector measures the recoil electron. How is that related to a scattering angle?

**A.** Let \(E_\nu\) be the incoming energy and \(T_e\) the electron's kinetic energy after the collision, both in the frame where the electron was at rest. Define \(y=T_e/E_\nu\). In that frame \(p\cdot k=m_eE_\nu\), while \(p\cdot k'=m_e(E_\nu-T_e)\) by energy conservation. Hence

\[
\frac{p\cdot k'}{p\cdot k}=1-y .
\]

The left side is invariant, so we may evaluate it in the centre-of-mass frame. Let the neutrino come in along \(+z\) and leave at angle \(\theta\). With massless particles of energy \(E\), \(p\cdot k=2E^2\) and \(p\cdot k'=E^2(1+\cos\theta)\), so

\[
1-y=\frac{1+\cos\theta}{2},\qquad y=\frac{1-\cos\theta}{2}.
\]

Forward scattering is \(y=0\). At \(y=1\) the neutrino is thrown straight back and the electron takes all the energy.

**Q.** Where do the helicities enter?

**A.** The charged current contains the projector \(P_L=(1-\gamma_5)/2\). For massless particles it selects left-handed electrons and neutrinos, and right-handed antineutrinos. Let \(h=-1\) mean left-handed and \(h=+1\) right-handed, so that the spin along a particle's own momentum is \(h/2\).

The electron moves along \(-z\), so its spin along \(+z\) is \(-h_e/2\). Orbital angular momentum has no component along the line of motion. Therefore

\[
J_z=\frac{h_\nu-h_e}{2}=
\begin{cases}
0 & \text{neutrino: } h_\nu=-1,\ h_e=-1,\\
1 & \text{antineutrino: } h_\nu=+1,\ h_e=-1.
\end{cases}
\]

Opposite helicities of particles that meet head-on mean parallel spins.

Now throw the antineutrino straight back. The helicities are unchanged but both momenta are reversed, so both spins are reversed and the final state has \(J_z=-1\). The initial state had \(J_z=+1\), so angular momentum conservation forbids this. For the neutrino, \(J_z\) is zero before and after, and backward scattering is allowed.

**Q.** That gives a zero at one angle. What fixes the whole curve?

**A.** We need the total \(J\), and \(J_z=1\) says only that \(J\ge1\). The interaction settles it. In the antineutrino reaction the incoming pair is annihilated at a point by a current with four components.

In the chiral basis \(P_L\) keeps the upper two components of a Dirac spinor. For each of our four particles these are

\[
\xi_q=\sqrt{2E_q}\,\chi_-(\hat q),\qquad (\boldsymbol\sigma\cdot\hat q)\,\chi_-=-\chi_- .
\]

This holds for the antineutrino too: its spinor \(v\) carries the opposite spin eigenvalue to the physical particle, which is right-handed. The annihilation current is \(\xi_k^\dagger\bar\sigma^\mu\xi_p\), with \(\bar\sigma^\mu=(1,-\boldsymbol\sigma)\).

Its time component is \(\xi_k^\dagger\xi_p\). Since \(\hat p=-\hat k\), the two spinors belong to opposite eigenvalues of \(\sigma_z\) and are orthogonal, so this component vanishes. The spatial part, a vector under rotations, remains, so \(J=1\).

The final pair must have spin projection \(+1\) along the outgoing antineutrino direction. To find the amplitude, picture a spin-one state with projection \(+1\) as two spin-\(\tfrac12\) objects, both up. The overlap of "up along \(z\)" with "up along a direction at angle \(\theta\)" is \(\cos(\theta/2)\) for each, so together

\[
d^1_{11}(\theta)=\cos^2\frac\theta2=\frac{1+\cos\theta}{2}=1-y .
\]

The rate is proportional to \((1-y)^2\).

**Q.** And the average of \((1-y)^2\) is one third. Why is that not the end of the argument?

**A.** The average is indeed

\[
\int_0^1(1-y)^2\,dy=\frac13 .
\]

It has a simple reading. A spin-one state with projection \(+1\) along \(z\) has three possible projections along the outgoing axis, with probabilities \((1-y)^2\), \(2y(1-y)\) and \(y^2\). They add up to one at every angle, and each averages to \(1/3\). The left-handed interaction accepts just one of them.

But this is an average relative to the antineutrino's own forward rate. To compare with neutrinos we must know that the neutrino distribution is flat, and that the two forward rates are equal. Rotational symmetry gives neither.

**Q.** Then let us have the amplitudes.

**A.** Up to overall phases they are

\[
M_\nu=2\sqrt2\,G_F\,(\xi_{k'}^\dagger\bar\sigma^\mu\xi_p)(\xi_{p'}^\dagger\bar\sigma_\mu\xi_k),
\]
\[
M_{\bar\nu}=2\sqrt2\,G_F\,(\xi_k^\dagger\bar\sigma^\mu\xi_p)(\xi_{p'}^\dagger\bar\sigma_\mu\xi_{k'}),
\]

where \(G_F\) is the Fermi constant. The product of matrices simplifies. Completeness of the Pauli matrices reads

\[
\sum_i\sigma^i_{ab}\sigma^i_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}.
\]

The metric gives the spatial terms a minus sign, so

\[
\bar\sigma^\mu_{ab}\bar\sigma_{\mu,cd}
=\delta_{ab}\delta_{cd}-\sum_i\sigma^i_{ab}\sigma^i_{cd}
=2(\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc})
=2\epsilon_{ac}\epsilon_{bd},
\]

with \(\epsilon_{12}=-\epsilon_{21}=1\). Write \(\langle a,b\rangle=a_1b_2-a_2b_1\), the spin-singlet combination of two spinors. Then

\[
|M_\nu|=4\sqrt2\,G_F\,|\langle\xi_{k'},\xi_{p'}\rangle|\,|\langle\xi_p,\xi_k\rangle|,
\]
\[
|M_{\bar\nu}|=4\sqrt2\,G_F\,|\langle\xi_k,\xi_{p'}\rangle|\,|\langle\xi_p,\xi_{k'}\rangle|.
\]

For the neutrino, one singlet contains the initial pair and the other the final pair. A singlet does not change under rotations, so the reaction proceeds through \(J=0\) and its distribution is flat. For the antineutrino, each singlet joins an incoming particle to an outgoing one, and the result depends on the angle between them.

**Q.** How large are these singlet factors?

**A.** For any two spinors, \(|\langle a,b\rangle|^2=|a|^2|b|^2-|a^\dagger b|^2\). Here \(|\xi_p|^2=2E_p\), and the spinor products are

\[
\xi_p\xi_p^\dagger=2E_p\,\frac{1-\boldsymbol\sigma\cdot\hat p}{2}=E_p-\mathbf p\cdot\boldsymbol\sigma .
\]

Therefore

\[
|\xi_p^\dagger\xi_k|^2=\mathrm{Tr}\big[(E_p-\mathbf p\cdot\boldsymbol\sigma)(E_k-\mathbf k\cdot\boldsymbol\sigma)\big]=2(E_pE_k+\mathbf p\cdot\mathbf k),
\]
\[
|\langle\xi_p,\xi_k\rangle|^2=4E_pE_k-2(E_pE_k+\mathbf p\cdot\mathbf k)=2\,p\cdot k .
\]

For massless particles \(2p\cdot k=2p'\cdot k'=s\). Momentum conservation also gives \(p-k'=p'-k\), and squaring this yields \(2p\cdot k'=2p'\cdot k=s(1-y)\). So

\[
|M_\nu|=4\sqrt2\,G_Fs,\qquad |M_{\bar\nu}|=4\sqrt2\,G_Fs\,(1-y).
\]

The second is the spin-one function found above, now with its coefficient.

**Q.** The amplitudes agree at \(y=0\). Is there a reason I can see without the algebra of singlets?

**A.** Yes. The tensor \(\epsilon_{ac}\epsilon_{bd}\) changes sign when \(b\) and \(d\) are exchanged. We can therefore exchange the two right-hand spinors in either amplitude at the cost of a sign. This is a Fierz reordering, and it gives a neutrino current multiplied by an electron current:

\[
M_\nu=-2\sqrt2\,G_F(\xi_{k'}^\dagger\bar\sigma^\mu\xi_k)(\xi_{p'}^\dagger\bar\sigma_\mu\xi_p),
\]

and the same for the antineutrino with \(\xi_k^\dagger\bar\sigma^\mu\xi_{k'}\) as the first current. In the forward direction \(k'=k\) and \(p'=p\), so the distinction between the two disappears. Both neutrino currents become

\[
\xi_k^\dagger\bar\sigma^\mu\xi_k=\mathrm{Tr}\big[(E_k-\mathbf k\cdot\boldsymbol\sigma)\bar\sigma^\mu\big]=2k^\mu .
\]

The electron current becomes \(2p_\mu\), and \(2k\cdot2p=2s\) reproduces \(4\sqrt2\,G_Fs\). Thus the interaction fixes equal forward strengths, and angular momentum makes the antineutrino rate fall away from there.

**Q.** Please turn this into cross sections.

**A.** One of the two electron helicities contributes, so averaging over the target spin gives a factor \(1/2\). The neutrino beam has a single helicity and needs no average. For neutrinos

\[
\langle|M_\nu|^2\rangle=\tfrac12\cdot32\,G_F^2s^2=16\,G_F^2s^2,\qquad
\frac{d\sigma}{d\Omega}=\frac{\langle|M_\nu|^2\rangle}{64\pi^2s}=\frac{G_F^2s}{4\pi^2}.
\]

Since \(\cos\theta=1-2y\), integrating over azimuth gives \(d\Omega=2\pi\,|d\cos\theta|=4\pi\,dy\). Hence

\[
\frac{d\sigma_\nu}{dy}=\frac{G_F^2s}{\pi},\qquad
\frac{d\sigma_{\bar\nu}}{dy}=\frac{G_F^2s}{\pi}(1-y)^2,\qquad
\frac{\sigma_{\bar\nu}}{\sigma_\nu}=\frac13 .
\]

The recoil spectra differ as well. The mean \(y\) is \(1/2\) for neutrinos, and for antineutrinos

\[
\bar y=3\int_0^1y(1-y)^2dy=3\left(\frac12-\frac23+\frac14\right)=\frac14 .
\]

At \(y=0.5\) the antineutrino rate has already dropped to 0.25 of the neutrino rate, and at \(y=0.75\) to 0.0625.

**Q.** My electrons have mass, so their helicity is not strictly fixed. Does the result survive?

**A.** The factor \((1-y)^2\) survives, but the range of \(y\) shrinks. A massive electron of either helicity has some left-handed component. Its upper spinor is \(\sqrt{E_p-h|\mathbf p|}\,\chi_h\), and the sum over helicities is

\[
\sum_h\xi_p\xi_p^\dagger=E_p-\mathbf p\cdot\boldsymbol\sigma ,
\]

the same matrix as before. The singlet calculation then gives \(2p\cdot k\) again, now as a sum over electron helicities. Since \(p\cdot k=p'\cdot k'=m_eE_\nu\) and \(p\cdot k'=p'\cdot k=m_eE_\nu(1-y)\),

\[
\sum|M_\nu|^2=128\,G_F^2m_e^2E_\nu^2,\qquad
\sum|M_{\bar\nu}|^2=128\,G_F^2m_e^2E_\nu^2(1-y)^2 .
\]

For the endpoint, let \(p_*\) be the centre-of-mass momentum and \(E_*\) the electron energy there, so \(E_*+p_*=\sqrt s\). Then \(p\cdot k=p_*\sqrt s\) and \(p\cdot k'=p_*(E_*+p_*\cos\theta)\), which gives

\[
y=\frac{p_*(1-\cos\theta)}{\sqrt s},\qquad
y_{\max}=\frac{2p_*}{\sqrt s}=\frac{2m_eE_\nu}{s}=\frac{2E_\nu}{2E_\nu+m_e}.
\]

The last step uses \(s=m_e^2+2m_eE_\nu\). Now \(d\Omega=4\pi\,dy/y_{\max}\), and half the spin sum is \(64G_F^2m_e^2E_\nu^2\), so

\[
\frac{d\sigma_\nu}{dy}=\frac{64G_F^2m_e^2E_\nu^2}{64\pi^2s}\,\frac{4\pi}{y_{\max}}=\frac{2G_F^2m_eE_\nu}{\pi}.
\]

The antineutrino result has the extra factor \((1-y)^2\). Integrating both up to \(y_{\max}\),

\[
\frac{\sigma_{\bar\nu}}{\sigma_\nu}=\frac{1-(1-y_{\max})^3}{3y_{\max}}=1-y_{\max}+\frac{y_{\max}^2}{3}.
\]

For \(E_\nu\gg m_e\) this tends to \(1/3\). For \(E_\nu\ll m_e\), \(y_{\max}\to0\) and the ratio tends to 1: the electron is slow, so both of its helicities have left-handed components of nearly equal size. In the neutrino reaction the singlets still select \(h_e=-1\) in the centre-of-mass frame. In the antineutrino reaction \(h_e=+1\) now contributes too: backward scattering can go through \(h_e=+1\) before and after, with \(J_z=0\), so angular momentum no longer forbids it and the suppression is lost. The ratio is 0.342 at 10 MeV, 0.415 at 1 MeV and 0.745 at 0.1 MeV.

**Q.** Give me numbers for a 1 GeV beam.

**A.** With \(m_e=5.10999\times10^{-4}\) GeV, \(s=1.02226\times10^{-3}\ \mathrm{GeV}^2\), a centre-of-mass energy of 31.97 MeV. The endpoint is \(y_{\max}=0.999745\). With \(G_F=1.16638\times10^{-5}\ \mathrm{GeV}^{-2}\),

\[
\sigma_\nu=\frac{2G_F^2m_eE_\nu}{\pi}\,y_{\max}=4.4245\times10^{-14}\ \mathrm{GeV}^{-2}.
\]

Multiplying by \((\hbar c)^2=3.89379\times10^{-28}\ \mathrm{GeV^2\,cm^2}\) gives

\[
\sigma_\nu=1.723\times10^{-41}\ \mathrm{cm}^2,\qquad
\sigma_{\bar\nu}=5.744\times10^{-42}\ \mathrm{cm}^2 .
\]

The ratio is 0.333418, slightly above one third. To see why, put \(y_{\max}=1-\varepsilon\) in the mass formula:

\[
\varepsilon+\frac{(1-\varepsilon)^2}{3}=\frac13+\frac{\varepsilon}{3}+\frac{\varepsilon^2}{3}.
\]

With \(\varepsilon=0.000255\) the correction is 0.000085, as found. The mean recoil energies are 0.500 GeV for neutrinos and 0.250 GeV for antineutrinos. The numerical output lists these values and the two distributions.

**Q.** You said that \(J_z=0\) does not by itself make the neutrino distribution flat. Can you show a case where it is not?

**A.** Raise the energy until the range of the force matters. In the neutrino reaction the \(W\) carries momentum \(q=k-p'\), with \(q^2=-2k\cdot p'=-s(1-y)\). Relative to the contact interaction, the amplitude acquires the factor

\[
\frac{1}{1-q^2/M_W^2}=\frac{1}{1+a(1-y)},\qquad a=\frac{s}{M_W^2}.
\]

The other term of the propagator, proportional to \(q^\mu q^\nu\), vanishes because the massless Dirac equation gives \(\bar u(p')(\not k-\not p')P_Lu(k)=0\). The helicities and \(J_z=0\) are unchanged, yet for \(a=1\) the rate at \(y=0\) is one quarter of that at \(y=1\). An interaction of finite range admits \(J>0\), which \(J_z=0\) permits. The total is reduced by

\[
\int_0^1\frac{dy}{[1+a(1-y)]^2}=\frac1a\left(1-\frac1{1+a}\right)=\frac{1}{1+a},
\]

one half for \(a=1\). At 1 GeV, taking roughly 80 GeV for \(M_W\), \(a\) is about \(1.6\times10^{-7}\), and the contact interaction is an excellent approximation.

**Q.** So should I expect a ratio of one third in a real elastic-scattering measurement?

**A.** No, because \(Z\) exchange leads to the same final states. The relative sign of the two exchanges now matters. The \(W\) and \(Z\) diagrams differ in which outgoing fermion line is joined to which incoming one, and exchanging two fermion lines gives a factor \(-1\). This cancels the minus sign of the Fierz reordering found above: for anticommuting fields \((\bar\nu\gamma^\mu P_Le)(\bar e\gamma_\mu P_L\nu)=+(\bar\nu\gamma^\mu P_L\nu)(\bar e\gamma_\mu P_Le)\). In this form the charged current couples the neutrino to left-handed electrons with strength \(+1\). In the Standard Model the \(Z\) adds \(-\tfrac12+\sin^2\theta_W\) to this, and also couples right-handed electrons with strength \(\sin^2\theta_W\), where \(\theta_W\) is the weak mixing angle. The totals are

\[
g_L=\tfrac12+\sin^2\theta_W,\qquad g_R=\sin^2\theta_W .
\]

The helicity argument applies to each part. On a right-handed electron the roles are exchanged: the antineutrino has equal helicity and a flat distribution, while the neutrino has opposite helicity and the factor \((1-y)^2\). For massless electrons the two helicities are distinct states, so their rates add without interference:

\[
\frac{\sigma_{\bar\nu}}{\sigma_\nu}=\frac{g_L^2/3+g_R^2}{g_L^2+g_R^2/3}.
\]

With the on-shell value \(\sin^2\theta_W=1-M_W^2/M_Z^2=0.22305\), \(g_L^2=0.5228\) and \(g_R^2=0.0498\), so the ratio is \(0.2240/0.5394=0.415\). This is a tree-level value without radiative corrections, and it depends on how the mixing angle is defined: \(\sin^2\theta_W=0.231\) would give 0.419, and a value near 0.239, as used at low momentum transfer, would give 0.423. It also assumes \(E_\nu\gg m_e\); at 1 MeV the electron mass raises 0.415 to about 0.46. One third belongs to the charged-current part taken alone.

## Calculated quantities

```
Fermi constant: 1.1663787e-05 GeV^-2
electron mass: 0.510999 MeV
(hbar c)^2: 3.89379e-28 GeV^2 cm^2
J_z, neutrino + electron: 0 hbar
J_z, antineutrino + electron: 1 hbar
incoming energy: 1.0 GeV
s: 1.022259e-03 GeV^2
centre-of-mass energy: 31.973 MeV
s/M_W^2 with rough M_W = 80 GeV: 1.6e-07
y_max: 0.999745
sigma CC neutrino: 1.7228e-41 cm^2
sigma CC antineutrino: 5.7442e-42 cm^2
CC ratio at 1 GeV: 0.333418
massless CC ratio: 0.333333
mean recoil, neutrino: 0.4999 GeV
mean recoil, antineutrino: 0.2500 GeV
massless |M|^2 relative to the neutrino value at y = 0:
  y=0.00 theta=0.0 deg nu=1.0000 antinu=1.0000
  y=0.25 theta=60.0 deg nu=1.0000 antinu=0.5625
  y=0.50 theta=90.0 deg nu=1.0000 antinu=0.2500
  y=0.75 theta=120.0 deg nu=1.0000 antinu=0.0625
  y=1.00 theta=180.0 deg nu=1.0000 antinu=0.0000
CC antineutrino/neutrino ratio with electron mass:
  E=0.1 MeV y_max=0.2813 ratio=0.7451
  E=1 MeV y_max=0.7965 ratio=0.4150
  E=10 MeV y_max=0.9751 ratio=0.3418
  E=1000 MeV y_max=0.9997 ratio=0.3334
s=M_W^2: neutrino total / contact total: 0.5000
s=M_W^2: neutrino rate at y=0 / at y=1: 0.2500
sin^2 of weak mixing angle: 0.22305
g_L: 0.72305, g_R: 0.22305
massless elastic ratio with Z exchange: 0.4153
```
